# Piezoelectric Response of a Charged Void and Solid-Layer Stack

## 1. Definitions and conventions

A film lies between two flat electrodes. It consists of solid layers separated by gas-filled voids, all parallel to the electrodes, with a solid layer at each end. The model is one-dimensional: edge fields are neglected and the film is clamped laterally, so its area is constant.

- $s$ and $g$ are the total thicknesses of solid and void, and $L=s+g$.
- $\varepsilon$ is the relative permittivity of the solid; that of the void is 1.
- $-\sigma$ is the charge per area on the void face nearer the measuring electrode, and $+\sigma$ that on the far face. Every void carries the same $\sigma$, trapped on its faces.
- $q$ is the charge per area on the measuring electrode, and $V$ is its potential relative to the other electrode.
- $E_s$ and $E_g$ are the fields in solid and void, positive when they point away from the measuring electrode.
- $T$ is the applied stress, measured from the operating state and positive in tension.
- $e_s=ds/s$ and $e_g=dg/g$ are the fractional thickness changes.

The short-circuit coefficient is $d_{33}=dq/dT$ at $V=0$. Reversing the poling reverses $\sigma$ and $d_{33}$. The abbreviation $h=s+\varepsilon g$ is used throughout.

The claim that equal fractional changes give no response rests on three conditions: zero bias, charge that stays fixed in the material (here on the void faces; by (4), charge buried in the solid and carried along by the same uniform strain also keeps the null), and constant permittivity. Section 4 shows what happens when the first or the last fails.

## 2. Electrode charge

Gauss's law at the measuring electrode gives $\varepsilon_0\varepsilon E_s=q$. Across the near face of a void the displacement changes by $-\sigma$, so $\varepsilon_0E_g=q-\sigma$. The far face adds $+\sigma$ and restores the displacement $q$. All solid layers therefore have one common field, and so do all voids:

$$E_s=\frac{q}{\varepsilon_0\varepsilon},\qquad E_g=\frac{q-\sigma}{\varepsilon_0}.$$

The voltage is the integral of the field, $V=sE_s+gE_g$. Multiplying by $\varepsilon_0\varepsilon$ gives $\varepsilon_0\varepsilon V=qs+\varepsilon(q-\sigma)g$, hence

$$q=CV+\frac{\varepsilon\sigma g}{h},\qquad C=\frac{\varepsilon_0\varepsilon}{h}. \tag{1}$$

How the solid and void are divided into layers does not matter; their totals do. At $V=0$, inserting $q$ into the fields gives

$$E_s=\frac{\sigma g}{\varepsilon_0h},\qquad E_g=-\frac{\sigma s}{\varepsilon_0h}. \tag{2}$$

The short-circuit charge can also be written $q=\sigma g/(s/\varepsilon+g)$. The numerator is the dipole moment per area of the void charges. The denominator is the electrical thickness of the film. Stretching everything by one factor multiplies both equally.

## 3. Response to thickness changes

At $V=0$, with $\sigma$ and $\varepsilon$ fixed, the quotient rule gives

$$\frac{\partial q}{\partial g}=\varepsilon\sigma\,\frac{h-\varepsilon g}{h^2}=\frac{\varepsilon\sigma s}{h^2},\qquad
\frac{\partial q}{\partial s}=-\frac{\varepsilon\sigma g}{h^2}.$$

Putting $dg=g\,e_g$ and $ds=s\,e_s$,

$$\boxed{\,dq=P\,(e_g-e_s),\qquad P=\frac{\varepsilon\sigma sg}{h^2}\,} \tag{3}$$

For $\sigma\neq0$ and nonzero thicknesses, $P\neq0$. The linear response therefore vanishes if and only if $e_g=e_s$. The charges remain, and so do their fields; what vanishes is the change in $q$.

The same holds for finite changes. With $r=g/s$, the short-circuit charge is $q=\varepsilon\sigma r/(1+\varepsilon r)$, whose derivative $\varepsilon\sigma/(1+\varepsilon r)^2$ has a fixed sign. The charge is unchanged precisely when $r$ is unchanged, that is, when both materials are stretched by the same factor.

**Arbitrary stacks.** Let layer $k$ have thickness $t_k$ and permittivity $\varepsilon_k$, and let $S_k$ be the sum of all fixed interface charges between the measuring electrode and that layer. Then $\varepsilon_0\varepsilon_kE_k=q+S_k$, and the condition $\sum_kt_kE_k=0$ gives

$$q=-\frac{\sum_k t_kS_k/\varepsilon_k}{\sum_k t_k/\varepsilon_k}. \tag{4}$$

Multiplying every $t_k$ by $\lambda$ cancels from this ratio. Neither $q$ nor any field changes, even if the void charges are unequal or do not sum to zero. This was tested on twenty random nine-layer stacks with thicknesses of 1 to 20 µm, permittivities of 1 to 10 and random interface charges. Scaling all thicknesses by 0.7 changed $q$ by less than $10^{-10}$ of the largest interface charge.

**Thin and thick voids.** If $\varepsilon g\ll s$, then $P\simeq\varepsilon\sigma g/s$: the void's dipole moment is small. If $\varepsilon g\gg s$, then $P\simeq\sigma s/(\varepsilon g)$: the electrode already carries nearly all of $\sigma$, and little is left to change. Between these limits put $y=\varepsilon g/s$, so that

$$\frac P\sigma=\frac{y}{(1+y)^2},\qquad \frac{d}{dy}\frac P\sigma=\frac{1-y}{(1+y)^3}.$$

At fixed $\sigma$ and $\varepsilon$, the maximum is $P=\sigma/4$ at $\varepsilon g=s$. This is a guide to design only while $\sigma$ and the moduli can be held fixed as the geometry varies. If instead $\sigma$ is capped by a largest void field $E_B$, as when breakdown limits the charge, (2) gives $|\sigma|=\varepsilon_0E_Bh/s$ and $|P|=\varepsilon_0\varepsilon E_Bg/h$, which at fixed $E_B$ rises steadily with $g/s$ towards $\varepsilon_0E_B$ and has no maximum at $\varepsilon g=s$.

## 4. When the null fails

**Bias.** Under a common fractional change $dL/L$, the second term of (1) is constant but $h$ grows in proportion to $L$. Hence $dC=-C\,dL/L$ and

$$dq=-CV\,\frac{dL}{L}. \tag{5}$$

This is the signal of an ordinary biased capacitor, present without trapped charge.

**Permittivity.** At $V=0$ and fixed thicknesses,

$$\varepsilon\frac{\partial q}{\partial\varepsilon}=\varepsilon\sigma g\,\frac{h-\varepsilon g}{h^2}=P,$$

so (3) becomes $dq=P(e_g-e_s+d\varepsilon/\varepsilon)$. The Clausius–Mossotti relation gives an estimate of the last term. In a laterally clamped solid the density varies as $1/s$, so $(\varepsilon-1)/(\varepsilon+2)$ does too. Taking the logarithmic derivative,

$$\left(\frac1{\varepsilon-1}-\frac1{\varepsilon+2}\right)d\varepsilon
=\frac{3\,d\varepsilon}{(\varepsilon-1)(\varepsilon+2)}=-e_s,$$

and therefore

$$\frac{d\varepsilon}{\varepsilon}=\beta e_s,\qquad \beta=-\frac{(\varepsilon-1)(\varepsilon+2)}{3\varepsilon}. \tag{6}$$

For $\varepsilon=2.35$, $\beta=-0.833$. This isotropic estimate ignores strain-induced anisotropy, but it shows that the correction is not small near the null. Setting $e_g-e_s+\beta e_s=0$ moves the zero from $e_g=e_s$ to $e_g=(1-\beta)e_s\simeq1.83\,e_s$. The null at equal strain is thus a geometric result, and a solid whose permittivity follows its density departs from it.

## 5. From strain to stress

Let $c_s$ and $c_g$ be the tangent moduli for thickness change under lateral clamping, taken at the charged operating state. Here $c_g$ represents the whole compliance of the voids, including their walls and gas. Constant $\varepsilon$ is assumed again.

The field energy per area at given $q$ is

$$u=\frac{q^2s}{2\varepsilon_0\varepsilon}+\frac{(q-\sigma)^2g}{2\varepsilon_0}.$$

Its derivatives with respect to $s$ and $g$ at fixed charges are $\varepsilon_0\varepsilon E_s^2/2$ and $\varepsilon_0E_g^2/2$. These are the electrostatic pulls that thin the layers. In each layer, elastic stress plus this pull equals $T$.

At short circuit, (2) gives the pulls as functions of thickness:

$$F_g=\frac{\sigma^2s^2}{2\varepsilon_0h^2},\qquad F_s=\frac{\varepsilon\sigma^2g^2}{2\varepsilon_0h^2}.$$

The derivatives of $F_g$ are

$$\frac{\partial F_g}{\partial g}=-\frac{\varepsilon\sigma^2s^2}{\varepsilon_0h^3},\qquad
\frac{\partial F_g}{\partial s}=\frac{\sigma^2}{\varepsilon_0}\,\frac{s(h-s)}{h^3}=\frac{\varepsilon\sigma^2sg}{\varepsilon_0h^3}.$$

Multiplying the total change by $g$ gives $g\,dF_g=-K(e_g-e_s)$. For the solid,

$$\frac{\partial F_s}{\partial g}=\frac{\varepsilon\sigma^2}{\varepsilon_0}\,\frac{g(h-\varepsilon g)}{h^3}=\frac{\varepsilon\sigma^2sg}{\varepsilon_0h^3},\qquad
\frac{\partial F_s}{\partial s}=-\frac{\varepsilon\sigma^2g^2}{\varepsilon_0h^3},$$

so $s\,dF_s=K(e_g-e_s)$. In both cases

$$K=\frac{\varepsilon\sigma^2s^2g^2}{\varepsilon_0h^3}=\frac{P^2}{C}. \tag{7}$$

The balance of small changes, multiplied by $g$ in the void and by $s$ in the solid, is

$$c_gg\,e_g-K(e_g-e_s)=gT,\qquad c_ss\,e_s+K(e_g-e_s)=sT.$$

Dividing the first by $c_gg$, the second by $c_ss$, and subtracting,

$$(e_g-e_s)(1-\kappa)=T\left(\frac1{c_g}-\frac1{c_s}\right),\qquad
\kappa=K\left(\frac1{c_gg}+\frac1{c_ss}\right).$$

Equation (3) then yields

$$\boxed{\,d_{33}=\frac{P}{1-\kappa}\left(\frac1{c_g}-\frac1{c_s}\right)\,} \tag{8}$$

A soft void ($c_g\ll c_s$) and small $\kappa$ give $d_{33}\simeq P/c_g$. For $\sigma>0$, compression then lowers $q$, and positive charge leaves the measuring electrode through the external circuit; for $\sigma<0$ the charge flows the other way. Equal moduli give equal strains and $d_{33}=0$, however large $\sigma$ is, as long as $\kappa<1$. A solid softer than the void reverses the sign.

The factor $1/(1-\kappa)$ describes electrostatic softening: as a void thins at short circuit, its field grows and pulls its faces together more strongly. For a given $e_g-e_s$, the least elastic energy is $(e_g-e_s)^2/2$ divided by $1/(c_gg)+1/(c_ss)$, while the field contributes $-K(e_g-e_s)^2/2$. Stability therefore requires $\kappa<1$. Near $\kappa=1$ the linear response diverges and (8) is no longer usable at finite load.

**Converse effect.** The enthalpy per area $H=U_{\rm el}+u-Vq-TL$, where $U_{\rm el}$ is the elastic energy, is stationary with respect to $q$, $s$ and $g$ at equilibrium. Hence $dH=-q\,dV-L\,dT$. Equality of the mixed derivatives gives $(\partial q/\partial T)_V=(\partial L/\partial V)_T$. Thickness change per volt at zero bias therefore has the same coefficient $d_{33}$.

**Open circuit.** Suppose the film is first shorted and then isolated, so that $q$ stays fixed. The fields, and with them the electrostatic pulls, are then independent of thickness. Softening is absent, and $e_g-e_s=T(1/c_g-1/c_s)$. Differentiating (1) at $V=0$ with $dq=0$ gives $0=C\,dV+P(e_g-e_s)$, so

$$\frac{dV}{dT}=-\frac PC\left(\frac1{c_g}-\frac1{c_s}\right). \tag{9}$$

Equal strains again give no signal. An implementation should not use the short-circuit factor $1/(1-\kappa)$ here.

## 6. Worked example

The film has six 5 µm voids and seven solid layers, with $g=30$ µm, $s=40$ µm, $\varepsilon=2.35$, $\sigma=0.05$ µC/cm², $c_g=0.5$ MPa and $c_s=2000$ MPa. Then $h=40+2.35\times30=110.5$ µm, and

$$q=\frac{2.35\times0.05\times30}{110.5}=0.0319\ \mu\mathrm{C/cm^2},$$

$$P=\frac{2.35\times0.05\times40\times30}{110.5^2}=0.01155\ \mu\mathrm{C/cm^2}.$$

This $P$ is 92% of $\sigma/4$; at fixed $\sigma$ and $\varepsilon$ the best ratio is $g/s=0.426$, against 0.75 here. The field magnitudes are 0.204 MV/cm in the voids and 0.153 MV/cm in the solid.

Since 0.01155 µC/cm² is $1.155\times10^{-4}$ C/m², $P/c_g$ is about 231 pC/N. The softening $\kappa=0.0047$ raises this slightly, and (8) gives

$$d_{33}=232\ \mathrm{pC/N}=232\ \mathrm{pm/V}.$$

A separate numerical solution of Gauss's law and force balance in all thirteen layers gives 231.991 pC/N for stresses of ±10 Pa and 231.991 pm/V for voltages of ±0.5 V, in agreement with (8). At seven times the charge, with thicknesses and tangent moduli held fixed, $\kappa$ rises to 0.231. Both numerical coefficients still agree with (8) within a relative tolerance of $10^{-5}$. This case tests the formula only and is not meant as an operating state: each void would carry about 715 V (1.4 MV/cm), more than twice the Paschen minimum of Section 7. The same rough air coefficients put the breakdown of a 5 µm gap at one atmosphere near 660 V, but that gap lies on the steep left branch of the Paschen curve, and the figure runs from about 370 V to about 1900 V as the secondary-emission coefficient goes from 0.02 to 0.005 (0.01 is used here).

Shrinking individual parts by 1% at short circuit shows the cancellation:

- voids only: $-0.1162$ nC/cm²;
- solid only: $+0.1159$ nC/cm²;
- both: zero to the six printed decimal places in nC/cm².

The first two differ slightly in size because the changes are finite. With a bias of 100 V, shrinking both by 1% gives $+0.0190$ nC/cm², about 16% of the void-only signal in magnitude. By (5) this false signal is proportional to the bias, so at 1 V it would be about 0.16% of the void-only signal. The voltage offset that a null measurement can tolerate depends on the accuracy sought.

## 7. Corrections and the real case

**Finite load.** A pressure of 10 kPa compresses the voids by about 2%. The charge change is $-0.235$ nC/cm², which corresponds to 235 pC/N, or 1.3% above the small-signal value. The cause follows from $q=\sigma y/(1+y)$: changing $y$ to $y'$ gives $\Delta q=\sigma(y'-y)/[(1+y)(1+y')]$, so the ratio to the linear result is $(1+y)/(1+y')$. With $y=1.76$ and $y'$ smaller by 2%, this accounts for about 1.3%. The voids are taken as linearly elastic in this estimate. If 0.101 MPa of $c_g$ comes from sealed isothermal gas and only the walls are linear, the stiffening of the gas under compression lowers the excess to about 0.9%.

**Gas in sealed voids.** For slow, isothermal compression, gas at pressure $p$ contributes $p$ to the modulus; for compression too fast for heat to reach the void walls, the adiabatic limit, it contributes $\gamma p$. If $c_g$ was measured slowly, this limit at one atmosphere with $\gamma=1.4$ adds 0.0405 MPa. The coefficient would fall to 214.5 pC/N, a change of $-7.5\%$ relative to (8); the output labels this limit "fast". For 5 µm voids it is not reached at quasi-static measuring frequencies. Heat leaves a gas layer of height $d$ in a time of about $d^2/(\pi^2D)$, where $D$ is the thermal diffusivity of the gas. With $d=5$ µm and $D\approx2\times10^{-5}$ m²/s for air, this is about 0.1 µs, so the gas stays nearly isothermal until the frequency approaches a megahertz. The time grows as $d^2$; voids 20 µm high would show about a third of the extra modulus at 100 kHz. Equation (8) is itself quasi-static: with a polymer density of about 900 kg/m³ the sound speed in the model film is about 48 m/s, which puts its thickness resonance near 170 kHz on a rigid backing and 340 kHz when free, so (8) ceases to apply before the gas in 5 µm voids turns adiabatic. For sealed voids at one atmosphere, the figure of $-7.5\%$ is therefore a limit on the gas contribution to the change between slow and fast compression; viscoelastic stiffening of the walls can add to it. The isothermal stiffness of the gas is already included in $c_g$.

**Permittivity.** Under stress the solid strains 4000 times less than the void, so (6) changes $d_{33}$ by only about 0.02%. It matters when the main response cancels. If both moduli were 2000 MPa, the leading density estimate would leave $P\beta/c_s=-0.048$ pC/N instead of zero.

**Charge stability.** Each void carries 102 V, below the Paschen minimum of about 305 V obtained with rough coefficients for air. This comparison does not cover field emission or breakdown started by defects. For an assumed trap depth of 1.2 eV and attempt rate of $10^{12}$ s⁻¹, the single-trap emission time is about 2200 days at 25 °C and 5 days at 70 °C. Retrapping and field lowering of the barrier are ignored, and both times depend exponentially on the assumed depth: 1.1 eV gives about 45 days at 25 °C, and a Poole–Frenkel lowering at the solid field of 0.153 MV/cm, about 0.19 eV, would give about 1 day. The 1.2 eV is therefore to be read as an effective barrier. In this model, warm storage threatens the response through loss of $\sigma$.

**Comparison with real films.** The parameters are rough values in the regime of cellular polypropylene ferroelectrets, whose films are some tens of micrometres thick, have moduli of the order of 1 MPa and show coefficients of the order of a few hundred pC/N. The model film's modulus, 1.17 MPa without softening, and its $d_{33}$ fall in that range, partly because $c_g$ was chosen accordingly. Real voids are lens-shaped, of unequal height and bounded by bending walls, so $c_g$ is an effective quantity to be measured on the charged film and not a property of the polymer. Viscoelasticity also makes it depend on frequency. These effects are not sized here beyond the gas contribution; in the soft-void limit with small $\kappa$, a small fractional error in $c_g$ produces nearly the same fractional error in $d_{33}$, with opposite sign.

The main values are in the numerical output below.

## Values computed for the example and the checks

```
number of voids: 6
total solid thickness s: 40 um
total void thickness g: 30 um
solid relative permittivity: 2.35
void face charge sigma: 0.05 uC/cm2
solid modulus c_s: 2000 MPa
void modulus c_g: 0.5 MPa
film modulus without softening: 1.166 MPa
void field magnitude: 0.2044 MV/cm
solid field: 0.1533 MV/cm
electrode charge q: 0.0319 uC/cm2
strain prefactor P: 0.01155 uC/cm2
P divided by its maximum sigma/4: 0.9238
best g/s, numerical: 0.4255
softening kappa: 0.004722
d33, formula: 231.991 pC/N
d33, direct force balance: 231.991 pC/N
d33, converse force balance: 231.991 pm/V
kappa at seven times the charge: 0.2314
Charge change for 1 percent shrinkage:
  voids only: -0.1162 nC/cm2
  solid only: 0.1159 nC/cm2
  both, magnitude: 0.000000 nC/cm2
  both, under bias: 0.01902 nC/cm2
bias used: 100 V
compressive load: 10 kPa
charge change under load: -0.235 nC/cm2
secant d33 under load: 235 pC/N
secant deviation from d33: 1.31 %
extra modulus of fast sealed gas: 0.04053 MPa
d33 with fast sealed gas: 214.5 pC/N
change of d33 from fast gas: -7.53 %
dln(eps)/dln(s), density estimate: -0.833
null residue if both moduli equal c_s: -0.04809 pC/N
voltage across one void: 102.2 V
Paschen minimum, rough air coefficients: 305.3 V
assumed trap depth: 1.2 eV
assumed attempt rate: 1.0e+12 1/s
trap emission time at 25 C: 2.2e+03 days
trap emission time at 70 C: 4.9 days
```
